Why Force Constants Lengthen as a p-Bonded Chain Loses Its Gap

**Question.** In a chain of atoms held together by p electrons, alternating short and long bonds open a Peierls gap. Why does moving one atom exert forces on ever more distant atoms as this distortion is removed, and how does the distance over which the bond charges respond depend on the gap?

**The chain**

In a chalcogenide with near-octahedral coordination and on average three p electrons per atom, the p orbitals can be idealized as three sets of perpendicular chains, each with one electron per orbital. Take one such chain: one σ-bonded p orbital per atom, mean spacing d, zero temperature, independent electrons. Hopping between chains and Coulomb forces between ions are left out. Hartree atomic units are used, so ħ = 1.

The Hamiltonian for each spin is

H = Σ_n ε_n c†_n c_n − Σ_n t_n (c†_n c_{n+1} + c†_{n+1} c_n).

The hopping between equally oriented p orbitals is positive; reversing every second orbital gives the minus sign used here, with t_n > 0. The hoppings alternate between t1 and t2, and the site energies between +ε and −ε. An elemental chain has ε = 0; a chain of two elements generally does not.

The bond charge is p_n = Σ_σ⟨c†_n c_{n+1}⟩, with σ the spin. Since t_n multiplies two Hermitian-conjugate terms with equal real averages, the energy E obeys

∂E/∂t_n = −2p_n.

The response of bond m to a change of bond n is therefore

Π_mn = ∂p_m/∂t_n = −½ ∂²E/∂t_m∂t_n.

**The mechanism**

A change of t_n mixes occupied with empty states. Bond m notices it only if both members of this virtual electron-hole pair connect the two bonds. No real pair is created, so both move as evanescent waves, which decay with distance. A wide gap damps these waves within a few atoms, and a narrow gap lets them reach far. As an estimate of scale, a virtual pair of energy Eg exists for a time of about 1/Eg, during which a carrier of velocity v_F covers about v_F/Eg. The derivation must supply the factor, the power of distance and the sign.

Write V_n = ∂H/∂t_n = −(|n⟩⟨n+1| + |n+1⟩⟨n|). With o for occupied and u for empty levels e, second-order perturbation theory gives

∂²E/∂t_m∂t_n = 2 Σ_{o,u} [(V_m)_ou (V_n)_uo + (V_n)_ou (V_m)_uo]/(e_o − e_u),

where the leading 2 is for spin. Put the zero of energy at mid-gap. Closing the contour in a half plane shows that

∫dω/2π 1/[(iω−a)(iω−b)] = 1/(a−b) for a < 0 < b,

while the integral vanishes if a and b have the same sign, because one half plane is then free of poles. With G = (iω−H)⁻¹, the sum becomes

∂²E/∂t_m∂t_n = 2∫dω/2π Tr[V_m G V_n G].

The two factors G are the two evanescent carriers. All integrals over ω run from −∞ to ∞.

**How fast one carrier decays**

Let cell j contain atoms A_j (energy +ε) and B_j (energy −ε), joined by t1, with t2 joining B_j to A_{j+1}. The alternating site energy anticommutes with the hopping part T of H, so H² = ε² + T². Hence

G = −(iω+H)S, S = (ω²+H²)⁻¹.

Two hops lead back to the same sublattice, so S connects like atoms only. It depends on the cell separation R and satisfies

c S(R) + t1t2[S(R+1) + S(R−1)] = δ_{R0}, c = ω²+ε²+t1²+t2².

Try S(R) = S(0)(−y)^|R| with y = e^(−Q). For R ≠ 0 this requires c = t1t2(y+1/y) = 2t1t2 cosh Q. For R = 0 it requires S(0)(c−2t1t2y) = S(0)·2t1t2 sinh Q = 1. With τ = √(t1t2),

S(R) = (−1)^R e^(−Q|R|)/(2τ² sinh Q).

Subtracting 2τ² from c = 2τ² cosh Q, and using cosh Q − 1 = 2 sinh²(Q/2), gives

4τ² sinh²(Q/2) = ω² + ε² + (t1−t2)².

The band energies are ±√(ε²+t1²+t2²+2t1t2 cos k), with k the phase per cell. They are closest at k = π, so

Eg = 2√[(t1−t2)²+ε²].

The decay rate therefore obeys

sinh(Q/2) = W/(2τ), W² = ω²+Eg²/4.

A cell holds two atoms, so one carrier decays as e^(−Q/2) per atom. Along the imaginary energies iω of the integral, the decay is slowest at ω = 0, which is mid-gap. At a real energy E inside the gap, ω² is replaced by −E², so there the decay is fastest at mid-gap and vanishes at the band edges. The integral contains only the imaginary energies, and its slowest decay therefore sets the range.

**The pair and its sign**

For real H the matrix G is symmetric. Multiplying out the four terms of the trace, which are equal in pairs, gives for n > m

Tr[V_m G V_n G] = 2[G_{m+1,n} G_{m,n+1} + G_{m+1,n+1} G_{m,n}].

The elements of G between like atoms are −(iω+ε)S(R) for A and −(iω−ε)S(R) for B. Between A_i and B_j, with R = i−j, the result is t1S(R)+t2S(R−1), or

G_AB = S(R)(t1−t2/y) for R ≥ 1,
G_AB = S(R)(t1−t2y) for R ≤ 0.

Take two t1 bonds R cells apart, that is r = 2R atoms. The first product in the trace contains one AB element of each kind:

(t1−t2/y)(t1−t2y) = t1²+t2²−t1t2(y+1/y) = t1²+t2²−c = −(ω²+ε²).

The second product contains one A and one B element: (iω+ε)(iω−ε) = −(ω²+ε²). Both multiply S(R)², so the trace is −4(ω²+ε²)S(R)². Exchanging t1 with t2 and ε with −ε leaves this unchanged, so two t2 bonds give the same.

For a t1 bond followed by a t2 bond at r = 2j+1, the like-atom product is −(ω²+ε²)S(j)S(j+1). The AB elements have separations j+1 and −j, and their product is the same. The reverse order follows by the same exchange. Since S(j)S(j+1) is negative, every case is covered by

Tr[V_m G V_n G] = −(−1)^r (ω²+ε²) e^(−rQ)/(τ⁴ sinh²Q), r ≥ 1.

Strong and weak bonds thus respond equally at equal r. Write D_r = ∂²E/∂t_m∂t_{m+r} = −(−1)^r C_r, where

C_r = (1/π)∫dω (ω²+ε²) e^(−rQ)/(τ⁴ sinh²Q) > 0.

Then Π_r = −D_r/2 = (−1)^r C_r/2. Using sinh²Q = 4 sinh²(Q/2)cosh²(Q/2) = (W²/τ²)(1+W²/4τ²),

Π_r = [(−1)^r/(2πτ²)] ∫dω [(ω²+ε²)/W²] e^(−rQ)/(1+W²/4τ²).

Strengthening one bond weakens those at odd distances and strengthens those at even distances.

**From bond charges to force constants**

Let u_n be the displacement of atom n along the chain, and let stretching a bond reduce its hopping linearly:

t_n → t_n − α(u_{n+1}−u_n).

Atom m enters t_m with +α and t_{m−1} with −α. The force constant Φ_r = ∂²E/∂u_m∂u_{m+r} is therefore, for r ≥ 2,

Φ_r = α²(2D_r − D_{r−1} − D_{r+1}) = −(−1)^r α²(2C_r + C_{r−1} + C_{r+1}).

The alternating sign of D_r makes the terms add. A response of constant sign and slow variation would have nearly cancelled here. Nearest-neighbour springs affect only r = 0 and 1. The slope α is taken to be the same for short and long bonds. If t is a curved function of bond length, the two slopes differ; this changes the force constants at every r, but not their exponential decay rate.

Under the integral the bracket supplies the factor 2+e^Q+e^(−Q) = 4cosh²(Q/2). Dividing by sinh²Q leaves 1/sinh²(Q/2) = 4τ²/W², so that

Φ_r = −(−1)^r (4α²/πτ²) ∫dω [(ω²+ε²)/W²] e^(−rQ).

The force on the distant atom is −Φ_r times the displacement. Atoms at even r are pulled along with the moved atom; those at odd r ≥ 3 are pushed the opposite way.

**The response length**

At large r the integrals for Π_r and Φ_r are governed by the smallest Q, which is Q(0). Both decay as e^(−rQ(0)) times a power of r. Setting this exponential equal to e^(−rd/ξ) defines the response length:

ξ = d/Q(0) = d/[2 arsinh(Eg/4τ)].

For a gap small compared with 4τ, arsinh x ≈ x gives

ξ ≈ 2τd/Eg ≈ v_F/Eg.

Here v_F = 2td is the slope of the undistorted band −2t cos(kd) at half filling, where k, now the wave number along the chain, equals π/(2d). With ħ restored, ξ = ħv_F/Eg. Each carrier alone has the decay length 2ξ; the response needs two of them, which halves it.

For ε = 0, the condition 2 sinh(Q(0)/2) = |t1−t2|/τ is solved by Q(0) = |ln(t1/t2)|, so ξ = d/|ln(t1/t2)|.

The power of r follows from the neighbourhood of ω = 0. From 2τ² cosh Q = c one finds Q ≈ Q(0)+ω²/(2τ² sinh Q(0)), so the exponential is a Gaussian in ω whose width falls as r^(−1/2). If ε ≠ 0, the weight ω²+ε² tends to a constant and the prefactor finally goes as r^(−1/2). For a small gap the mean ω² under the Gaussian is about (Eg²/4)ξ/(rd), so this power is reached only for rd/ξ ≫ Eg²/(4ε²); when |ε| is small against |t1−t2|, the fall stays steeper over many response lengths. For a pure Peierls gap the weight is ω², which brings a further 1/r and gives r^(−3/2). The reason is visible in G_AB: at ω = ε = 0 and t1 > t2, y equals t2/t1 and t1−t2/y vanishes. At mid-gap an A atom is then connected to B atoms on one side only, and the elements of G between like atoms vanish as well, so both products in the trace are zero.

**What happens before the exponential sets in**

Let M = Eg/2 and Δ = |t1−t2|, so that M² = Δ²+ε². For a small gap and r ≫ 1, low frequencies dominate and Q ≈ W/τ. Substitute ω = M sinh θ, W = M cosh θ, and let z = rM/τ = rd/ξ. The weight is (ω²+ε²)/W² = 1−Δ²/W², and the integral becomes

2M∫₀^∞ dθ [cosh θ − (Δ²/M²)/cosh θ] e^(−z cosh θ).

The first term is the Bessel function K₁(z). The second contains the integral of K₀(x) = ∫₀^∞ dθ e^(−x cosh θ) from z to ∞. Hence

Φ_r ≈ −(−1)^r (8α²M/πτ²)[K₁(z) − (Δ²/M²)∫_z^∞ K₀(x)dx].

For z ≪ 1, K₁(z) ≈ 1/z dominates and M cancels:

Φ_r ≈ −(−1)^r 8α²/(πτr).

Well within the response length, rd ≪ ξ, the force constants thus approach a 1/r law. For a pure Peierls gap the integral of K₀, which tends to π/2 at small z, is subtracted from 1/z, so the fall becomes steeper than 1/r well before rd reaches ξ. Beyond ξ the exponential takes over. Reducing the gap moves the crossover outward.

**The chain without a gap**

For t1 = t2 = t and ε = 0 the weight is 1. Put Q = 2q and ω = 2t sinh q:

∫dω e^(−rQ) = 4t∫₀^∞ dq cosh q e^(−2rq) = 2t[1/(2r−1)+1/(2r+1)] = 8tr/(4r²−1).

Therefore, for r ≥ 2,

Φ_r = −(−1)^r 32α²r/[πt(4r²−1)].

No finite decay length is left. This tail also shows why the gapless chain is unstable at zero temperature. For displacements of alternating sign, the restoring constant per atom is Σ_r (−1)^r Φ_r over neighbours on both sides, together with the finite self term Φ₀. The tail contributes −(16α²/πt)Σ 1/r, which diverges to −∞ logarithmically, whereas short-range springs contribute a finite positive amount. The undistorted state is thus a limit to be approached with the distortion as a control parameter. If temperature stabilizes it, the zero-temperature formulas no longer suffice.

**Numbers**

Take round model parameters: mean hopping t = 0.08 hartree, d = 6 bohr and α = 0.03 hartree/bohr. For a Peierls gap of 0.02 hartree, |t1−t2| = 0.01 hartree, so t1 = 0.085 and t2 = 0.075 hartree. Then

ξ/d = 1/ln(0.085/0.075) = 7.99,
ξ = 7.99 × 6 bohr = 47.9 bohr = 2.54 nm.

The small-gap formula with the mean hopping gives 2 × 0.08/0.02 = 8.00 spacings. Over the range of gaps:

Eg = 0.08 hartree: ξ = 1.96 d = 0.62 nm
Eg = 0.04 hartree: ξ = 3.98 d = 1.26 nm
Eg = 0.02 hartree: ξ = 7.99 d = 2.54 nm
Eg = 0.01 hartree: ξ = 16.00 d = 5.08 nm

Halving the gap very nearly doubles the length. Even at the largest gap, which equals the mean hopping, the small-gap value of 2.00 spacings is only about 2% above the full result.

The force constants show where the change occurs. Between the gap of 0.08 hartree and the gapless chain, Φ₂ goes from −4.80 to −15.28 mhartree/bohr², a factor of about 3. Φ₁₆ goes from −0.00022 to −1.79 mhartree/bohr², a factor of about 8000. In relative terms, closing the gap strengthens the distant couplings far more than the near ones, although the absolute change is larger for Φ₂.

The response length is not a cutoff radius. The last neighbour with |Φ_r| above 1% of |Φ₂| is number 7, 11, 17 and 27 for the four gaps in the order listed, and number 187 without a gap. From the first gap to the fourth this reach grows by a factor of about 4, while ξ grows by about 8. At the smallest finite gap the 1% level is reached after 27/16 ≈ 1.7 response lengths, where the algebraic decrease already counts for much of the loss.

These results were tested on rings of atoms by diagonalizing H, moving one atom and differencing the forces. For the four Peierls gaps, the force constants compared, up to r = 16, agree with the integral to within 2 parts in 10⁴ of its value. The gapless formula agrees to within 0.3% for r = 2 to 6, after a finite-size error linear in the inverse ring length has been removed with two rings. Decay lengths were also read from ring force constants near r = 8ξ/d and 12ξ/d, with the leading power of r divided out. They lie within 1% of the formula. Corrections to the leading power, of relative order ξ/(rd), are large enough to account for such a difference. The numerical output lists the values.

**Which gap counts**

A chain with equal bonds, t1 = t2 = 0.08 hartree, but site energies ±0.01 hartree also has a gap of 0.02 hartree. Its response length is 8.01 d, practically that of the Peierls chain with the same gap. A mixed chain with t1 = 0.083, t2 = 0.077 and ε = 0.008 hartree again has this gap, and ξ = 8.00 d. For a given τ, the total gap sets the length; its origin changes the prefactor, including the power of r in it.

This limits the statement in the question. With ε ≠ 0, removing the distortion lowers the gap only to 2|ε|, and the length saturates at

ξ = d/[2 arsinh(|ε|/2t)].

It grows without limit only if the whole gap closes. In a polar crystal without free carriers to screen it, moving an ion also creates a dipole, whose field falls as the inverse cube of distance in three dimensions. At sufficiently large distance that force exceeds the exponentially small one derived here. The length ξ then describes at most the covalent, bond-charge part of the force constants, not their total range.

Even for that part, ξ sets the range only while hopping between chains is weak. A sideways hopping t′ between parallel p orbitals shifts the chain energy by −2t′(cos k_y + cos k_z), with k_y and k_z the phases from chain to chain. The shifted chains oscillate with different wave numbers, and their contributions fall out of step after about t/t′ atoms. For t1 = 0.085 and t2 = 0.075 hartree on a cubic lattice, counting only the modulation of the σ hopping, t′ = 0.008 hartree lowers |Φ₁₆| from 0.154 to 0.007 mhartree/bohr² and the 1% reach from 17 to 11 neighbours; t′ = 0.02 hartree lowers the reach to 6. For p orbitals in a crystal, t′ is typically about a quarter of t. The 1/r law, the reach of tens of neighbours and the unlimited growth of the range are therefore properties of the isolated chain; they require ξ/d to be small against t/t′ or the chains to be decoupled.

Computed values

```
INPUT (model parameters)
mean hopping t = 0.080 hartree
spacing d = 6.0 bohr
alpha = 0.030 hartree/bohr
Fermi velocity 2td = 0.960 a.u.
atoms in main ring = 802
CHECK VALUES
Phi_3, gap 0.08 hartree, energies: 1.6424 mhartree/bohr^2
  same from formula: 1.6423 mhartree/bohr^2
dp_m/dt_n, gap 0.04 hartree, r=5 and r=6, 1/hartree:
  strong source bond: -0.1567 0.0979
  weak source bond:   -0.1567 0.0979
PEIERLS CHAIN (Phi in mhartree/bohr^2)
gap 0.080 hartree (2.177 eV), t1 0.1000, t2 0.0600 hartree
  xi/d = 1.958; ring 1.973; 2t/Eg 2.000
  xi = 11.75 bohr = 0.622 nm
  Phi r=2,4,8,16: -4.79578 -0.66772 -0.03374 -0.00022
  last r with |Phi_r| > 1% of |Phi_2|: 7
gap 0.040 hartree (1.088 eV), t1 0.0900, t2 0.0700 hartree
  xi/d = 3.979; ring 4.013; 2t/Eg 4.000
  xi = 23.87 bohr = 1.263 nm
  Phi r=2,4,8,16: -8.21731 -2.06121 -0.31287 -0.01677
  last r with |Phi_r| > 1% of |Phi_2|: 11
gap 0.020 hartree (0.544 eV), t1 0.0850, t2 0.0750 hartree
  xi/d = 7.990; ring 8.059; 2t/Eg 8.000
  xi = 47.94 bohr = 2.537 nm
  Phi r=2,4,8,16: -11.01168 -3.74070 -0.99229 -0.15391
  last r with |Phi_r| > 1% of |Phi_2|: 17
gap 0.010 hartree (0.272 eV), t1 0.0825, t2 0.0775 hartree
  xi/d = 15.995; ring 16.134; 2t/Eg 16.000
  xi = 95.97 bohr = 5.078 nm
  Phi r=2,4,8,16: -12.88432 -5.13799 -1.82739 -0.49147
  last r with |Phi_r| > 1% of |Phi_2|: 27
gap 0.01, r=32: ring -76.639, Bessel form -76.488 microhartree/bohr^2
GAPLESS CHAIN (Phi in mhartree/bohr^2)
  rings, r=2..6:   -15.278 9.820 -7.273 5.785 -4.805
  formula, r=2..6: -15.279 9.822 -7.276 5.787 -4.808
  formula, r=8,16: -3.595 -1.792
  last r with |Phi_r| > 1% of |Phi_2|: 187
OTHER ORIGINS OF A 0.02 HARTREE GAP
ionic, undistorted: t1 0.080, t2 0.080, eps 0.010 hartree
  gap 0.0200 hartree; xi/d = 8.005; ring 7.977
mixed: t1 0.083, t2 0.077, eps 0.008 hartree
  gap 0.0200 hartree; xi/d = 8.000; ring 7.937
power of r: Peierls gap -1.492, ionic gap -0.503
```
